# Recovering mound-instability coefficients from two early growth rates

## The problem

During epitaxial growth, atoms that land on a terrace may find it harder to step down over its edge than to attach to the step that leads up. Matter then drifts uphill, and shallow undulations of sufficiently long wavelength can grow into mounds. This is the Villain instability.

Two shallow gratings are prepared on a crystal surface, and the amplitude \(A\) of each is followed while it is still small. The early rates \(\sigma=d\ln A/dt\) are

- \(\sigma_1=4.375\times10^{-5}\ \mathrm{s^{-1}}\) at \(k_1=0.05\ \mathrm{nm^{-1}}\),
- \(\sigma_2=1.0\times10^{-4}\ \mathrm{s^{-1}}\) at \(k_2=0.10\ \mathrm{nm^{-1}}\).

Flux and temperature are steady and the same for both gratings. The surface varies along one direction \(x\), and \(h(x,t)\) is its height measured from the rising mean level. At small slope \(m=\partial h/\partial x\), the volume current per unit width is taken as

\[
J=\nu m+K\frac{\partial^2 m}{\partial x^2}. \tag{1}
\]

(a) Why can the uphill drift give a positive \(\nu\)? (b) Find \(\sigma(k)\). (c) Determine \(\nu\) and \(K\). (d) Which ripple grows fastest? (e) How far can the two coefficients be trusted?

## Hints

1. For (a), follow one adatom on one terrace. Find the probability that it leaves at the upper side, then its mean displacement.
2. For (b), use conservation of volume and insert a cosine.
3. For (c), divide each rate by \(k^2\). What curve do the data follow when plotted against \(k^2\)?
4. For (d), compare the fastest wavenumber with the two that were measured.
5. For (e), two data fix two unknowns and leave nothing over to test the law. Ask what a further term, a finite slope, counting noise or a temperature offset would do.

## Full solution

### (a) The origin of the uphill current

Let a terrace have sites \(i=1,\dots,N\) with spacing \(a_s\). The ascending step is at \(i=0\) and the place beyond the descending edge is \(i=N+1\), so the terrace length is \(l=(N+1)a_s\). An adatom hops left and right at equal rates, except that the hop over the descending edge is slower by the factor \(p=e^{-E/k_BT}\), where \(E\) is the extra edge barrier. Every atom that reaches either end is captured there.

Let \(P_i\) be the probability of ending at the ascending step. Inside the terrace \(P_i\) is the average of its neighbours, so it is linear; with \(P_0=1\) we have \(P_i=1-gi\). At the last site the two hop rates have the ratio \(1:p\), and an atom that goes over the edge has \(P=0\):

\[
(1+p)P_N=P_{N-1}\quad\Rightarrow\quad P_{N-1}-P_N=pP_N .
\]

The left side is \(g\), and therefore

\[
g=p(1-gN)\quad\Rightarrow\quad g=\frac{1}{N+1/p}.
\]

With \(x=ia_s\) and \(l_E=a_s(1/p-1)\), this reads

\[
P(x)=1-\frac{x}{l+l_E}.
\]

The barrier acts as an added length \(l_E\). An atom that starts at \(x\) moves uphill by \(x\) with probability \(P\), and downhill by \(l-x\) with probability \(1-P\). Its mean uphill displacement is

\[
xP-(l-x)(1-P)=x-l+lP=\frac{x\,l_E}{l+l_E}.
\]

Deposition is uniform, so the mean of \(x\) is \(l/2\), and

\[
d=\frac{l\,l_E}{2(l+l_E)}. \tag{2}
\]

Without the extra barrier, \(l_E=0\) and there is no net drift. For \(p>1\), when descent is favoured, \(l_E<0\) and the drift is downhill.

On a flat surface left and right are equivalent, so \(J\) must vanish at \(m=0\) and be odd in \(m\). The first term of its expansion is \(\nu m\), and an uphill current means \(\nu>0\). The same reflection forbids a term linear in \(\partial m/\partial x\) and allows the \(K\) term in (1). Symmetry does not fix the sign of \(K\); it is positive if this term smooths short ripples, which the data will decide.

### (b) The growth law

With no evaporation, voids or overhangs, the height changes only through the divergence of the current:

\[
\frac{\partial h}{\partial t}=-\frac{\partial J}{\partial x}
=-\nu\frac{\partial^2h}{\partial x^2}-K\frac{\partial^4h}{\partial x^4}.
\]

Insert \(h=A(t)\cos kx\). The second derivative gives \(-k^2h\) and the fourth gives \(+k^4h\), so

\[
\frac{dA}{dt}=(\nu k^2-Kk^4)A,
\qquad \sigma(k)=\nu k^2-Kk^4. \tag{3}
\]

The minus sign in front of \(\nu\) in the height equation is what makes this term destabilising: it is diffusion with the sign reversed. For long ripples \(\sigma\approx\nu k^2\), which is slow for two reasons, each giving one factor of \(k\): at a given amplitude the slopes are gentle, and matter must travel far. For short ripples \(\sigma\approx-Kk^4\), and they decay.

### (c) The two coefficients

Write \(q=k^2\). Division of (3) by \(q\) gives a straight line,

\[
\frac{\sigma}{q}=\nu-Kq, \tag{4}
\]

with intercept \(\nu\) and slope \(-K\). Subtracting the equation for datum 2 from that for datum 1 removes \(\nu\):

\[
\frac{\sigma_1}{q_1}-\frac{\sigma_2}{q_2}=K(q_2-q_1),
\]

\[
K=\frac{\sigma_1/q_1-\sigma_2/q_2}{q_2-q_1},
\qquad
\nu=\frac{\sigma_1}{q_1}+Kq_1. \tag{5}
\]

The solution is unique when \(q_1\) and \(q_2\) are distinct and nonzero. Here \(q_1=0.0025\) and \(q_2=0.01\ \mathrm{nm^{-2}}\), so

\[
\frac{\sigma_1}{q_1}=\frac{4.375\times10^{-5}}{0.0025}=0.0175\ \mathrm{nm^2/s},
\qquad
\frac{\sigma_2}{q_2}=\frac{1.0\times10^{-4}}{0.01}=0.0100\ \mathrm{nm^2/s}.
\]

\[
K=\frac{0.0175-0.0100}{0.0075}=1\ \mathrm{nm^4/s},
\]

\[
\nu=0.0175+1\times0.0025=0.02\ \mathrm{nm^2/s}.
\]

Both are positive: the surface is unstable at long wavelengths and smoothed at short ones. Substitution returns the data: \(0.02\times0.0025-0.0025^2=4.375\times10^{-5}\) and \(0.02\times0.01-0.01^2=1.0\times10^{-4}\), both in \(\mathrm{s^{-1}}\).

At a flux \(F=0.01\) layer/s, division by \(F\) gives \(2\ \mathrm{nm^2}\) and \(100\ \mathrm{nm^4}\) per deposited layer.

### (d) The fastest ripple

The rate vanishes at \(k_0=\sqrt{\nu/K}=0.141\ \mathrm{nm^{-1}}\); shorter ripples decay. Its maximum follows from

\[
\frac{d\sigma}{dk}=2\nu k-4Kk^3=0
\quad\Rightarrow\quad
k_*=\sqrt{\frac{\nu}{2K}}=0.10\ \mathrm{nm^{-1}}.
\]

The second derivative there is \(2\nu-12Kk_*^2=-4\nu<0\), which confirms a maximum. Its height is

\[
\sigma_*=\nu\frac{\nu}{2K}-K\frac{\nu^2}{4K^2}=\frac{\nu^2}{4K}=1.0\times10^{-4}\ \mathrm{s^{-1}}.
\]

The second grating therefore sits at the fastest mode. Its wavelength is \(2\pi/k_*=63\) nm, and its amplitude grows by a factor \(e\) in \(10^4\) s, or 100 layers. If the linear law holds for several such times, this wavelength comes to stand out from an initially broad roughness. The linear law does not say what happens to it at larger slopes.

### (e) How far the values can be trusted

**Errors of the rates.** With \(\Delta=q_2-q_1\), equations (5) become

\[
\nu=\frac{q_2}{q_1\Delta}\sigma_1-\frac{q_1}{q_2\Delta}\sigma_2,
\qquad
K=\frac{\sigma_1}{q_1\Delta}-\frac{\sigma_2}{q_2\Delta}.
\]

The first follows from \(1/q_1+1/\Delta=q_2/(q_1\Delta)\). Independent errors of 1% in each rate add in quadrature:

\[
\delta K=\sqrt{(5.33\times10^4\times4.375\times10^{-7})^2+(1.33\times10^4\times10^{-6})^2}
=0.027\ \mathrm{nm^4/s},
\]

which is 2.7% of \(K\). The same calculation gives 1.2% for \(\nu\). Both coefficients are weighted differences of the two ordinates, but the terms cancel more strongly in \(K\), which is \(2.33-1.33\), than in \(\nu\), which is \(0.0233-0.0033\), in the units above. The smoothing coefficient therefore suffers more.

**A material setting.** Take rough parameters for slow copper growth on Cu(001): temperature 300 K, layer height \(a_\perp=0.18\) nm, \(a_s=0.26\) nm and \(E=0.05\) eV. If one length \(l_D\), the distance an adatom explores before capture, and one frequency \(F\) control the smoothing, dimensions suggest \(K\approx Fl_D^4\). This is an estimate without its numerical factor. It gives \(l_D\approx(1/0.01)^{1/4}=3.2\) nm.

The barrier length is \(l_E=1.54\) nm, and (2) with \(l=l_D\) gives \(d=0.52\) nm. On a slope \(m_c=a_\perp/l_D=0.057\) the terraces have length \(l_D\) and the current is \(a_\perp Fd\). Joining this linearly to \(J=0\) at \(m=0\) gives

\[
\nu\approx\frac{a_\perp Fd}{m_c}=Fd\,l_D\approx0.016\ \mathrm{nm^2/s}.
\]

The recovered \(\nu\) is thus of a plausible size for this barrier. The estimate takes \(l_D\) from the fitted \(K\), so it is not independent of the data, and the agreement cannot confirm the barrier.

**Finite slope.** Let both gratings start at 0.02 nm and grow for 5000 s, or 50 layers. Two nonlinear effects can be estimated. First, steeper slopes have shorter terraces, and for \(l\ll l_E\) equation (2) gives \(d\approx l/2\propto1/m\). The form \(\nu m/(1+m^2/m_c^2)\) combines the linear law with a decrease as \(1/m\). It is only a rough interpolation: with \(\nu=0.02\ \mathrm{nm^2/s}\) and terraces of 2 to 12 spacings, its current is about 0.52 to 0.66 of that from (2). Second, adatoms are scarcer where steps are dense. With diffusion constant \(D\), a coverage assumed to follow \(\rho\approx(F/D)l_D^2(1-m^2/m_c^2)\) at \(m\ll m_c\) adds the current

\[
-a_\perp D\frac{\partial\rho}{\partial x}
=\frac{a_\perp Fl_D^2}{m_c^2}\frac{\partial(m^2)}{\partial x}
=\frac{K}{a_\perp}\frac{\partial(m^2)}{\partial x}.
\]

Numerical integration of the height equation with both effects, using \(\nu=0.02\) and \(K=1\) in the units above, gives mean rates of \(4.373\times10^{-5}\) and \(9.896\times10^{-5}\ \mathrm{s^{-1}}\). Inserted in (5), they would give \(K=1.013\ \mathrm{nm^4/s}\), an error of about 1% within this rough model, while \(\nu\) moves by about 0.1%. About three quarters of the shift in \(K\) comes from the second effect, whose numerical factor is unknown and enters roughly as its square: with twice or three times the coefficient \(K/a_\perp\), the fit would give \(K=1.04\) or \(1.08\ \mathrm{nm^4/s}\). With a starting amplitude of \(10^{-5}\) nm, the integration returns the two original rates to the six digits printed.

**Shot noise.** Each atom has volume \(a_\perp a_s^2\). Landing at \(x'\) on an observed area \(S\), it changes the cosine amplitude by \((2a_\perp a_s^2/S)\cos kx'\). The mean square of the cosine is \(1/2\), and \(FS/a_s^2\) atoms arrive per second. A contribution made at time \(t\) grows by \(e^{\sigma(T-t)}\) until the end \(T\), so the variance is

\[
\mathrm{var}(A)=\frac{2a_\perp^2a_s^2F}{S}\int_0^T e^{2\sigma(T-t)}dt
=\frac{2a_\perp^2a_s^2F}{S}\,\frac{e^{2\sigma T}-1}{2\sigma}.
\]

The rate error is \(\sqrt{\mathrm{var}(A)}\) divided by \(T\) times the final amplitude. For \(S=10\ \mathrm{\mu m}\times10\ \mathrm{\mu m}\) it is about \(4\times10^{-7}\ \mathrm{s^{-1}}\) for each grating, which becomes 1.1% in \(\nu\) and 2.3% in \(K\). This counts random arrival alone, not the randomness of diffusion and nucleation.

**Temperature.** Measure lengths in lattice spacings and let \(D\) be the hop rate. The adatom coverage is about \(Fl_D^2/D\). If a pair is already a stable island, pairs form at a rate of about \(D(Fl_D^2/D)^2\) per site. One island per area \(l_D^2\) during the time \(1/F\) requires

\[
D\left(\frac{Fl_D^2}{D}\right)^2\frac{l_D^2}{F}=\frac{Fl_D^6}{D}\approx1
\quad\Rightarrow\quad l_D\propto(D/F)^{1/6}.
\]

At fixed flux, \(K\approx Fl_D^4\propto D^{2/3}\). For a rough diffusion barrier of 0.4 eV, warming from 300 to 301 K raises \(K\) by 3.5% if pairs are stable, and by more if they can break up. The two gratings should therefore be grown together, or at temperatures matched to well below 1 K if per cent accuracy is wanted.

**Comparison with a real surface.** The rates are chosen data, not measurements on copper. The amplitude of 0.02 nm is about a ninth of a layer, so it has meaning only as an average along the ridges, and such a grating would be demanding to prepare. The length of 3.2 nm is inferred from a dimensional estimate; if the true \(l_D\) were twice as long at the same flux, that estimate of \(K\) would be 16 times larger. Indeed, the nucleation estimate \(Fl_D^6/D\approx1\), with the barrier of 0.4 eV and an attempt frequency of \(10^{12}\) to \(10^{13}\ \mathrm{s^{-1}}\), gives \(l_D\) of about 4 to 6 nm, and hence a \(K\) about 3 to 15 times larger than the one fitted here. This estimate also lacks its numerical factor, and \(K\) is sensitive to it: a factor of 1.5 in \(l_D\) would give 6 to 9 nm and a \(K\) about 17 to 76 times larger. That estimate takes pairs to be stable; if they can break up at 300 K, islands are fewer, and \(l_D\) and \(K\) are larger still. The chosen rates should not be read as a prediction for copper. A real Cu(001) surface also varies in two directions, which is not sized here. Of the effects that are sized, the largest is the cut of (3) after \(k^4\): with the rough coefficient assumed in Variation 2 it moves \(K\) by about 12%. If \(l_D\) were 4 to 6 nm, the same estimate \(c_6\approx Kl_D^2\), with the fitted \(K\), would give a shift of roughly 20 to 50%, and for 6 to 9 nm a shift comparable to \(K\) itself, so that the two-term fit would no longer fix \(K\) at these wavenumbers.

## Two variations

### Variation 1: the rates belong to an intensity

Suppose that the same two numbers are growth rates of a diffracted intensity \(I\), with background removed and the grating shallow enough that \(I\propto A^2\). What are the coefficients?

Since \(\ln I=2\ln A+\text{constant}\), the intensity grows at \(2\sigma\). The amplitude rates are half the quoted numbers. Equations (5) are linear in the rates, so both coefficients are halved: \(\nu=0.01\ \mathrm{nm^2/s}\) and \(K=0.5\ \mathrm{nm^4/s}\). The ratio \(\nu/K\), and with it the fastest wavelength, is unchanged. A wavelength alone therefore cannot reveal the missing factor of two; the time scale is needed.

### Variation 2: a sixth-order term

Let the true law be \(\sigma=\nu'k^2-K'k^4-c_6k^6\), with the same two measured rates. How do the coefficients change, and what would a third grating at \(k_3=0.12\ \mathrm{nm^{-1}}\) show?

Now \(\sigma/q=\nu'-K'q-c_6q^2\). Subtracting the two data and dividing by \(q_2-q_1\) gives

\[
K=K'+c_6(q_1+q_2)
\quad\Rightarrow\quad K'=K-c_6(q_1+q_2),
\]

where \(K\) is the two-term value (5). The first datum then gives

\[
\nu'=\frac{\sigma_1}{q_1}+K'q_1+c_6q_1^2=\nu-c_6q_1q_2 .
\]

If \(l_D\) also sets the next term, its size is about \(Kl_D^2=10\ \mathrm{nm^6/s}\), with unknown sign. For \(c_6=+10\ \mathrm{nm^6/s}\),

\[
K'=1-10\times0.0125=0.875\ \mathrm{nm^4/s},
\]

\[
\nu'=0.02-10\times2.5\times10^{-5}=0.01975\ \mathrm{nm^2/s}.
\]

For the opposite sign they are 1.125 and 0.02025 in the same units. Thus a sixth-order term of this assumed size shifts \(K\) by 12.5%, but \(\nu\) by only 1.25%; both shifts are proportional to \(c_6\), which is known only as an order of magnitude. The intercept is better protected because the first datum lies close to \(q=0\).

At a third wavenumber the two laws differ by

\[
\sigma'-\sigma=q\left[-c_6q_1q_2+c_6(q_1+q_2)q-c_6q^2\right]
=-c_6\,q(q-q_1)(q-q_2).
\]

This vanishes at the two measured points, as it must. At \(q_3=0.0144\ \mathrm{nm^{-2}}\) the two-term law predicts \(8.06\times10^{-5}\ \mathrm{s^{-1}}\). The sixth-order term changes this to \(7.31\times10^{-5}\) for positive \(c_6\), or \(8.82\times10^{-5}\ \mathrm{s^{-1}}\) for negative \(c_6\). The deviation is about 9% of the predicted rate. Errors of 1% in the first two rates already make the prediction uncertain by 3.4%, so a third rate good to 3% would separate the two laws by only about two standard deviations. For \(c_6=-10\ \mathrm{nm^6/s}\) the truncated law would make ripples grow again beyond \(k=0.30\ \mathrm{nm^{-1}}\), that is, at wavelengths below about 21 nm. It may therefore be used only at smaller \(k\), where further terms remain small.

The numerical output below lists most of the values used here. Its "rough independent estimate of nu" is the estimate from part (e), which takes \(l_D\) from the fitted \(K\) and so is not independent of the data.

## Computed results

```
wavenumber 1: 0.05 1/nm
amplitude growth rate 1: 4.375e-05 1/s
rate/k^2 1: 0.0175 nm^2/s
wavenumber 2: 0.1 1/nm
amplitude growth rate 2: 0.0001 1/s
rate/k^2 2: 0.01 nm^2/s
difference of k^2: 0.0075 1/nm^2
recovered nu: 0.02 nm^2/s
recovered K: 1 nm^4/s
nu per deposited layer: 2 nm^2
K per deposited layer: 100 nm^4
marginal wavenumber: 0.1414 1/nm
fastest wavenumber: 0.1 1/nm
fastest wavelength: 62.83 nm
largest rate: 0.0001 1/s
time for factor e at largest rate: 1e+04 s
simulated tiny ripple, rates: 4.37500e-05, 1.00000e-04 1/s
if rates were of intensity: nu 0.01 nm^2/s, K 0.5 nm^4/s
1% rate errors: nu 1.18 %, K 2.69 %
inputs: flux 0.01 layer/s, temperature 300.0 K
inputs: layer 0.18 nm, atomic spacing 0.26 nm
inputs: edge barrier 0.05 eV, diffusion barrier 0.4 eV
inputs: start amplitude 0.02 nm, duration 5000 s, area 1.0e+08 nm^2
deposited layers: 50
diffusion length estimate: 3.162 nm
edge-barrier length: 1.539 nm
mean uphill displacement: 0.5175 nm
rough independent estimate of nu: 0.016 nm^2/s
crossover slope: 0.05692
final slope of ripple 2: 0.00328
nonlinear current coefficient: 5.556 nm^3/s
finite-amplitude rates: 4.37289e-05, 9.89614e-05 1/s
finite-amplitude fit: nu 0.02002 nm^2/s, K 1.0127 nm^4/s
sixth-order coefficient estimate: 10 nm^6/s
with c6 = +10.0 nm^6/s: nu 0.01975 nm^2/s, K 0.8750 nm^4/s
  then rate at 0.12 1/nm: 7.310e-05 1/s
with c6 = -10.0 nm^6/s: nu 0.02025 nm^2/s, K 1.1250 nm^4/s
  then rate at 0.12 1/nm: 8.818e-05 1/s
two-term rate at 0.12 1/nm: 8.064e-05 1/s
shot-noise rate errors: 4.21e-07, 3.72e-07 1/s
shot-noise errors: nu 1.12 %, K 2.30 %
diffusion-length exponent from rate equations: 0.1651
change of K for 1 K warming: 3.49 %
```
